# Minimum ambipolar current of a symmetric Schottky-barrier wire transistor: verification in Python

```python
# Result under test: in a Schottky-barrier wire transistor with equal electron
# and hole barriers, I(V_G) is even about (V_S + V_D)/2; this point is a minimum
# when the electron branch has positive curvature there.
# Symbols: half_gap = barrier height (eV), hbar_v = hbar*velocity (eV nm),
# length = channel length (nm), screening = electrostatic length (nm),
# asym = electron barrier minus half_gap (eV); potentials in V, energies in eV.
# Model: two-band Dirac wire, gapless metallic leads, coherent transport,
# no mobile charge in the electrostatics.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar, brentq
from scipy.special import expit

half_gap, hbar_v, length, screening = 0.30, 0.60, 20.0, 2.0
temperature = 300.0
v_s, v_d = 0.10, 0.40
kt = const.k * temperature / const.e
conductance = 2 * const.e**2 / const.h


def potential(x, vg, vs, vd, asym=0.0):
    left, right = vs - asym - vg, vd - asym - vg
    return vg + (left * np.sinh((length - x) / screening)
                 + right * np.sinh(x / screening)) / np.sinh(length / screening)


def transmission(energy, vg, vs, vd, asym=0.0, slices=100):
    """Propagate an outgoing wave from drain to source through thin slices."""
    dx = length / slices
    centres = (np.arange(slices) + 0.5) * dx
    psi = potential(centres, vg, vs, vd, asym)
    right = np.ones_like(energy, dtype=complex)
    left = np.zeros_like(right)
    for p in psi[::-1]:
        eps = energy + p
        q = (eps**2 - half_gap**2) * (dx / hbar_v)**2
        # Taylor series of cos(sqrt(q)) and sin(sqrt(q))/sqrt(q), q is small
        c = 1 - q / 2 * (1 - q / 12 * (1 - q / 30 * (1 - q / 56)))
        s = 1 - q / 6 * (1 - q / 20 * (1 - q / 42 * (1 - q / 72)))
        g = 1j * s * dx / hbar_v
        right, left = (c * right - g * (eps * right - half_gap * left),
                       c * left - g * (half_gap * right - eps * left))
    return 1 / np.abs(right)**2


def branches(vg, vs=v_s, vd=v_d, asym=0.0, step=0.00025, slices=100):
    """Electron and hole currents in nA, split at the plateau midgap energy."""
    half_width = (vd - vs) / 2 + 0.5
    n = int(round(half_width / step))
    energy = -(vs + vd) / 2 + np.linspace(-half_width, half_width, 2 * n + 1)
    de = energy[1] - energy[0]
    window = expit(-(energy + vs) / kt) - expit(-(energy + vd) / kt)
    density = transmission(energy, vg, vs, vd, asym, slices) * window
    upper = energy > -vg
    scale = conductance * de * 1e9
    return scale * density[upper].sum(), scale * density[~upper].sum()


def total(vg, vs=v_s, vd=v_d, asym=0.0):
    return sum(branches(vg, vs, vd, asym))


mid = (v_s + v_d) / 2

# Potential: closed form against a finite-difference solution
m = 1999
h_x = length / (m + 1)
grid = np.arange(1, m + 1) * h_x
bands = np.zeros((3, m))
bands[0, 1:] = bands[2, :-1] = -(screening / h_x)**2
bands[1] = 1 + 2 * (screening / h_x)**2
vg_test = mid + 0.04
rhs = np.full(m, vg_test)
rhs[0] += (screening / h_x)**2 * v_s
rhs[-1] += (screening / h_x)**2 * v_d
psi_fd = solve_banded((1, 1), bands, rhs)
assert np.max(np.abs(psi_fd - potential(grid, vg_test, v_s, v_d))) < 1e-5

# Transmission: slices against a general differential-equation solver
e_test = 0.08


def dirac(x, y):
    eps = e_test + potential(x, mid, v_s, v_d)
    return [1j / hbar_v * (eps * y[0] - half_gap * y[1]),
            1j / hbar_v * (half_gap * y[0] - eps * y[1])]


ode = solve_ivp(dirac, (length, 0), [1 + 0j, 0j], rtol=1e-9, atol=1e-11)
t_ode = 1 / abs(ode.y[0, -1])**2
t_slice = transmission(np.array([e_test]), mid, v_s, v_d)[0]
assert abs(t_slice / t_ode - 1) < 0.01  # slice discretization error

# Energy-resolved symmetry at an off-centre gate voltage
energies = np.linspace(-0.7, 0.3, 41)
t_a = transmission(energies, vg_test, v_s, v_d)
t_b = transmission(-(v_s + v_d) - energies, v_s + v_d - vg_test, v_s, v_d)
assert np.allclose(t_a, t_b, rtol=1e-6, atol=1e-14)

# Search for the minimum, and grid convergence
found = minimize_scalar(total, bounds=(v_s, v_d), method="bounded",
                        options={"xatol": 1e-7}).x
assert abs(found - mid) < 1e-4
i_n, i_p = branches(mid)
i_min = i_n + i_p
assert abs(i_n / i_p - 1) < 1e-5
fine = sum(branches(mid, step=0.000125, slices=200))
assert abs(fine / i_min - 1) < 5e-3

print(f"half gap = each barrier: {half_gap:.2f} eV; hbar*v: {hbar_v:.2f} eV nm")
print(f"channel length: {length:.0f} nm; screening length: {screening:.0f} nm")
print(f"temperature: {temperature:.0f} K; kT: {1e3*kt:.2f} meV")
print(f"V_S: {v_s:.2f} V; V_D: {v_d:.2f} V; midpoint: {mid:.3f} V")
print(f"transmission at E = {e_test:.2f} eV: slices {t_slice:.4f}, ODE {t_ode:.4f}")
print(f"gate voltage of minimum found by search: {found:.5f} V")
print(f"at midpoint: I_n {i_n:.4f} nA, I_p {i_p:.4f} nA, total {i_min:.4f} nA")
print(f"relative change of total on finer grids: {fine/i_min-1:.1e}")
print("V_G (V) | I_n (nA) | I_p (nA) | total (nA)")
scan = np.linspace(v_s, v_d, 7)
scan_total = []
for vg in scan:
    a, b = branches(vg)
    scan_total.append(a + b)
    print(f"{vg:.2f} | {a:.4e} | {b:.4e} | {a+b:.4e}")
assert np.argmin(scan_total) == 3
assert np.allclose(scan_total, scan_total[::-1], rtol=1e-5)

# Local exponential law and growth of the minimum with drain bias
h = 0.005
n_plus, n_minus = branches(mid + h)[0], branches(mid - h)[0]
slope_voltage = 2 * h / np.log(n_plus / n_minus)
u = 0.03
ratio = total(mid + u) / i_min
ratio_cosh = np.cosh(u / slope_voltage)
assert abs(ratio / ratio_cosh - 1) < 0.10  # I_n is only locally exponential
dv = 0.01
growth = np.log(total(mid + dv / 2, v_s, v_d + dv)
                / total(mid - dv / 2, v_s, v_d - dv)) / (2 * dv)
growth_law = 1 / (2 * slope_voltage)
assert abs(growth / growth_law - 1) < 0.15  # drain-side reflection is neglected
print(f"slope voltage s: {1e3*slope_voltage:.2f} mV")
print(f"I(u)/I(0) at u = {1e3*u:.0f} mV: computed {ratio:.4f}, cosh {ratio_cosh:.4f}")
print(f"d ln I_min/dV_D: computed {growth:.2f} 1/V, 1/(2s) {growth_law:.2f} 1/V")

# Shift of the minimum by unequal barriers
asym = 0.010
n_uu = (n_plus - 2 * i_n + n_minus) / h**2
n_ud = (branches(mid + h, asym=h)[0] - branches(mid + h, asym=-h)[0]
        - branches(mid - h, asym=h)[0] + branches(mid - h, asym=-h)[0]) / (4 * h**2)
shift_law = -asym * n_ud / n_uu


def slope(vg):
    return total(vg + 0.002, asym=asym) - total(vg - 0.002, asym=asym)


shift = brentq(slope, mid - 0.04, mid + 0.04, xtol=1e-8) - mid
assert abs(shift - shift_law) < 0.05 * abs(shift_law) + 2e-5
print(f"electron barrier {half_gap+asym:.3f} eV, hole barrier {half_gap-asym:.3f} eV")
print(f"shift of minimum: computed {1e3*shift:.3f} mV, formula {1e3*shift_law:.3f} mV")

# Curvature at the midpoint and position of the lowest current against bias
print("V_D-V_S (V) | I(0) (nA) | I''/I (1/V^2) | |u| of lowest current (mV)")
for bias in (0.2, 0.4, 0.6, 0.8, 1.0):
    vd = v_s + bias
    centre = v_s + bias / 2
    lo, c0, hi = [branches(centre + d, v_s, vd) for d in (-h, 0.0, h)]
    i0 = sum(c0)
    curvature = (sum(lo) - 2 * i0 + sum(hi)) / h**2
    from_electrons = 2 * (lo[0] - 2 * c0[0] + hi[0]) / h**2
    assert abs(curvature - from_electrons) < 1e-5 * i0 / h**2
    assert abs(sum(hi) / sum(lo) - 1) < 1e-6
    offsets = np.arange(0, min(bias / 2, 0.2) + 1e-9, 0.01)
    currents = [total(centre + d, v_s, vd) for d in offsets]
    lowest = offsets[int(np.argmin(currents))]
    if abs(bias - 0.4) < 1e-9:
        assert curvature > 0 and lowest == 0
    print(f"{bias:.1f} | {i0:.4e} | {curvature/i0:.2f} | {1e3*lowest:.0f}")

print("OK")
```

It prints:

```
half gap = each barrier: 0.30 eV; hbar*v: 0.60 eV nm
channel length: 20 nm; screening length: 2 nm
temperature: 300 K; kT: 25.85 meV
V_S: 0.10 V; V_D: 0.40 V; midpoint: 0.250 V
transmission at E = 0.08 eV: slices 0.1442, ODE 0.1442
gate voltage of minimum found by search: 0.25000 V
at midpoint: I_n 1.2392 nA, I_p 1.2392 nA, total 2.4785 nA
relative change of total on finer grids: 2.4e-04
V_G (V) | I_n (nA) | I_p (nA) | total (nA)
0.10 | 8.8453e-03 | 1.4245e+02 | 1.4246e+02
0.15 | 4.6353e-02 | 3.2145e+01 | 3.2191e+01
0.20 | 2.4013e-01 | 6.3805e+00 | 6.6206e+00
0.25 | 1.2392e+00 | 1.2392e+00 | 2.4785e+00
0.30 | 6.3805e+00 | 2.4013e-01 | 6.6206e+00
0.35 | 3.2145e+01 | 4.6353e-02 | 3.2191e+01
0.40 | 1.4245e+02 | 8.8453e-03 | 1.4246e+02
slope voltage s: 30.48 mV
I(u)/I(0) at u = 30 mV: computed 1.5243, cosh 1.5248
d ln I_min/dV_D: computed 16.78 1/V, 1/(2s) 16.40 1/V
electron barrier 0.310 eV, hole barrier 0.290 eV
shift of minimum: computed 1.766 mV, formula 1.771 mV
V_D-V_S (V) | I(0) (nA) | I''/I (1/V^2) | |u| of lowest current (mV)
0.2 | 4.5644e-01 | 1052.06 | 0
0.4 | 1.3176e+01 | 1079.76 | 0
0.6 | 3.0605e+02 | 605.14 | 0
0.8 | 2.2055e+03 | 79.40 | 0
1.0 | 5.9092e+03 | 15.91 | 0
OK
```
